Why coherent and incoherent quasielastic widths differ in a blocking lattice gas

**Question**

I am modelling quasielastic scattering from particles that hop on a lattice. A site holds at most one particle, and a hop onto an occupied site is refused. There are no other interactions. At concentration c a particle finds a given neighbouring site empty with probability 1 − c, so I multiplied the free-particle width by 1 − c and used the result for both the coherent and the incoherent spectrum. After all, the same hops produce both.

In a simulation the two widths disagree, and neither follows my formula. Is something wrong with the simulation, or does blocking act differently on the two spectra?

**Answer**

The simulation can be right. The factor 1 − c is the probability that an attempted hop succeeds. A spectral width is the decay rate of a particular correlation function, and the two functions ask different questions: how a density wave relaxes, and how far one marked particle has gone.

**Definitions**

Take a Bravais lattice with N particles on M sites, c = N/M, and periodic boundaries. Let n_r = 0 or 1 be the occupation of site r. Each particle attempts each nearest-neighbour step δ at the same rate k. The set of steps contains −δ whenever it contains δ. Forward and reverse moves have equal rates, so in equilibrium all arrangements are equally likely; on a large lattice the sites are then independently occupied with probability c. The free-particle width is

Γ₀(q) = k Σ_δ [1 − cos(q·δ)].

With ρ_q = Σ_r n_r exp(iq·r), and R(t) the position of one marked particle, the two functions are

I(q,t) = ⟨ρ_q(t) ρ_q*(0)⟩/N  (coherent),
F(q,t) = ⟨exp{iq·[R(t) − R(0)]}⟩  (incoherent).

The spectra are their time Fourier transforms. A decay exp(−Γ|t|) gives

(1/2π) ∫ exp(−iωt − Γ|t|) dt = (1/π) Γ/(ω² + Γ²),

which has half width at half maximum Γ. All widths below are half widths in this sense. I take q different from zero and from reciprocal lattice vectors.

**The coherent width**

Particles enter site r from r + δ if r is empty, and leave if r + δ is empty. For any given initial arrangement,

d⟨n_r⟩/dt = k Σ_δ ⟨n_{r+δ}(1 − n_r) − n_r(1 − n_{r+δ})⟩
 = k Σ_δ ⟨n_{r+δ} − n_r⟩.

The products n_r n_{r+δ} have cancelled. Multiply by exp(iq·r) and sum over r. Since Σ_r exp(iq·r) n_{r+δ} = exp(−iq·δ) ρ_q, and the steps come in opposite pairs,

d⟨ρ_q⟩/dt = k Σ_δ [exp(−iq·δ) − 1] ⟨ρ_q⟩ = −Γ₀(q) ⟨ρ_q⟩.

Multiplying by ρ_q*(0) and averaging over initial arrangements gives

I(q,t) = S(q) exp[−Γ₀(q)t], t ≥ 0.

This holds at every c and q in this model. Blocking appears in the intensity. For independent sites ⟨n_r n_r'⟩ is c when r = r' and c² otherwise, so

⟨|ρ_q|²⟩ = M(c − c²) + c²|Σ_r exp(iq·r)|² = Mc(1 − c),

because the lattice sum vanishes at the allowed q. Dividing by N = Mc gives S(q) = 1 − c.

Your factor is present in the initial decay too. A hop by δ changes ρ_q by an amount of squared modulus 2[1 − cos(q·δ)], and successful hops occur at rate k(1 − c) per particle and direction. In equilibrium ⟨|ρ_q(t) − ρ_q(0)|²⟩ = 2N[I(q,0) − I(q,t)], so at short times

I(q,0) − I(q,t) ≈ (1 − c) Γ₀(q) t.

The width is this slope divided by I(q,0) = 1 − c. Blocking slows the flux and reduces the fluctuation that must relax by the same factor.

There is also a direct picture. Keep the allowed hops, and in addition let each pair of occupied neighbours swap places at rate k per pair. The particles are identical in ρ_q, so the density history is unchanged. Each label now moves as a free walker with rate k per direction, which is why the density relaxes at the free rate. A marked particle in the real system does not make those swaps, and F(q,t) notices the difference.

**The incoherent function: its initial rate**

Describe the arrangement η of the other particles as seen from the marked one, now at the origin. Let u(η,t) be the average of exp(iq·displacement) for starting arrangement η. Then du/dt = W_q u, with

W_q u(η) = k Σ_b [u(η^b) − u(η)] + k Σ_δ (1 − n_δ)[exp(iq·δ) u(τ_δ η) − u(η)].

Here b runs once over the bonds that do not touch the origin, η^b has the contents of bond b exchanged, and τ_δ η is the arrangement seen after the marked particle has hopped by δ.

The reverse of a hop carries the complex-conjugate phase and has the same rate, so W_q is Hermitian. Its eigenvalues −λ_m are not positive, because F cannot grow for any starting weight of arrangements: the phases have modulus one and the hops conserve probability. Starting from u = 1,

F(q,t) = Σ_m w_m exp(−λ_m t), w_m ≥ 0, Σ_m w_m = 1.

The initial decay rate is the mean of λ:

Σ_m w_m λ_m = −⟨W_q 1⟩ = (1 − c) Γ₀(q).

So your formula is the initial decay rate of the incoherent function. At later times −d ln F/dt is the mean of λ with weights proportional to w_m exp(−λ_m t). Its time derivative is minus the variance of λ, so the rate can only fall or stay constant. It does fall when 0 < c < 1 at general q, since W_q 1 depends on which neighbours are occupied and 1 is then not an eigenfunction. The incoherent spectrum is a sum of Lorentzians.

**The small-q width and the correlation factor**

For small q one slow mode carries nearly all the weight. Take a square lattice with lattice constant 1 and q along x, and write W_0 = −A. Acting on 1, the terms of first and second order in q are

iq j, with j = k Σ_δ δ_x (1 − n_δ),
−(q²/2) k Σ_δ δ_x² (1 − n_δ).

The average of j is zero. The average of the second line is −q²k(1 − c), since two of the four steps have δ_x² = 1. Second-order perturbation theory adds +q²⟨j A⁻¹ j⟩ to the eigenvalue, which starts from zero at the top of the spectrum. Hence λ = D_t q², with

D_t = k(1 − c) − ⟨j A⁻¹ j⟩ ≡ k(1 − c) f(c).

Since Γ₀ ≈ kq² at small q, the width is

Γ_inc ≈ (1 − c) f(c) Γ₀(q).

The subtracted term is not negative, and neither is λ, so 0 ≤ f ≤ 1. I derived this on a finite lattice. For the infinite one I let the size grow afterwards and assume that the small-q diffusive limit is the same.

The origin of f is the memory of the last hop. Just after a hop by δ, the site behind is certainly empty, while the site ahead is empty with probability 1 − c. The mean drift is then −kδ + k(1 − c)δ = −kcδ, the sideways contributions cancelling. The particle tends to go back. A density wave keeps no such record of which particle moved.

**A formula for f on the square lattice**

D_t can be written as a minimum over functions g(η):

2D_t = min_g { k Σ_δ ⟨(1 − n_δ)[δ_x + g(τ_δ η) − g(η)]²⟩ + k Σ_b ⟨[g(η^b) − g(η)]²⟩ }.

To check it, expand the squares. The terms without g give 2k(1 − c). Reversing hops gives ⟨(1 − n_δ) g(τ_δ η)⟩ = ⟨(1 − n_{−δ}) g(η)⟩, so the cross terms give −4⟨jg⟩. The quadratic terms give 2⟨gAg⟩. The minimum is at g = A⁻¹j and has the value 2k(1 − c) − 2⟨j A⁻¹ j⟩.

Any trial g therefore gives an upper bound. Take g = Σ_z a_z n_z, with a odd in x and even in y. Then a = ±s on the neighbours at ±x, and a = 0 on those at ±y. After a hop by δ a particle at z appears at z − δ, so

g(τ_δ η) − g(η) = Σ_z b_z n_z, b_z = a_{z−δ} − a_z, z ≠ 0, δ.

Because all a_z sum to zero, the first part of Σ b_z is −a_{−δ} = a_δ and the second is +a_δ, so Σ b_z = 2a_δ. For independent sites

⟨(δ_x + Σ b_z n_z)²⟩ = (δ_x + 2c a_δ)² + c(1 − c) Σ b_z².

Let B be the sum of (a_z − a_z')² over bonds not touching the origin. Summed over δ, the first term gives 2(1 + 2cs)², and Σ b_z² gives 2B, each bond being met in both directions. An exchange on a bond contributes (a_z − a_z')²⟨(n_z − n_z')²⟩ = 2c(1 − c)(a_z − a_z')². Collecting terms,

2D_t ≤ k(1 − c)[2(1 + 2cs)² + 2c(1 − c)B] + 2kc(1 − c)B,
f ≤ (1 + 2cs)² + c(2 − c)B.

For fixed s, the smallest B is the power dissipated in a network of unit resistors with the origin removed and the two x neighbours held at ±s. Write it as κs². Restoring the origin, which sits at zero potential by symmetry, adds two bonds of power s² each. If R is the resistance of the full lattice between these two nodes, the voltage 2s dissipates 4s²/R = κs² + 2s², so κ = 4/R − 2.

In Fourier space

R = ∫∫ [dp_x dp_y/(2π)²] 2 sin²p_x/(2 − cos p_x − cos p_y).

The p_y integral follows from (1/2π)∫dp/(C − cos p) = 1/√(C² − 1), with C = 2 − cos p_x and C² − 1 = (1 − cos p_x)(3 − cos p_x). Setting v = cos p_x, and then 1 + v = 4 sin²θ,

R = (2/π) ∫ from −1 to 1 of √[(1 + v)/(3 − v)] dv
 = (2/π) ∫ from 0 to π/4 of 8 sin²θ dθ = (2/π)(π − 2) = 2 − 4/π.

Thus κ = 4/(π − 2). With P = c(2 − c)κ, the minimum of (1 + 2cs)² + Ps² is at s = −2c/(P + 4c²) and equals P/(P + 4c²). Therefore

f(c) ≤ f_lin(c) = (2 − c)/[2 + (π − 3)c].

With one background particle, or with one vacancy, every function of the environment is linear in the occupations, so the trial family is complete. This gives f ≈ 1 − (π − 2)c/2 at low concentration and f → 1/(π − 1) ≈ 0.467 as c → 1. Separate one-walker calculations gave 0.5708 for the initial slope of 1 − f and 0.4669 for the vacancy limit, as the formula does. Between the limits f_lin is an upper bound, which I use as an approximation.

**Numbers**

On a 4×4 lattice the full set of arrangements can be treated. At q = π/2, with the total attempt rate 4k as unit, Γ₀ = 0.5. The coherent rate is 0.5 for 3, 8 and 12 particles, while S falls from 0.867 to 0.267. These values are (M − N)/(M − 1), which takes the place of 1 − c when a small lattice holds a fixed number of particles. With 8 particles a neighbour of the marked one is free with probability 8/15, because it has 7 companions on 15 sites. The incoherent rate starts at (8/15) × 0.5 = 0.267 and has dropped to 0.196 between t = 10 and t = 12, with time in units of the inverse attempt rate. For this small lattice f = 0.778, and the linear-trial bound is 0.785. The small-q formula would give 0.533 × 0.778 × 0.5 = 0.207 at this q. That is above the late rate of 0.196. The decay here is not a single exponential, and the half width of the full sum of Lorentzians is 0.201, still about 3 per cent below the formula. The formula itself is derived only for small q. At q = 0.02 the width agrees with the formula.

For a larger example choose lattice constant 0.3 nm, total attempt rate 10¹¹ s⁻¹ and q = 2π/16 = 0.393 per lattice constant, or 1.31 nm⁻¹, along an axis. Then Γ₀ = 0.03806 in units of the attempt rate. Since ħ times the attempt rate is 65.82 µeV,

ħΓ₀ = 0.03806 × 65.82 µeV = 2.51 µeV.

This is the coherent width at every concentration. At c = 0.50, blocking alone would give an incoherent width of 0.50 × 2.51 = 1.25 µeV; including f_lin = 0.724 gives 0.91 µeV. A simulation on a 16×16 lattice measured both decay rates from the same trajectories, the incoherent one between times 30 and 90 in units of the inverse attempt rate. At this small q each decay is close to a single exponential, so I quote the rates as widths (in µeV):

c = 0.25: coherent 2.51; incoherent 1.62, formula 1.62
c = 0.50: coherent 2.53; incoherent 0.89, formula 0.91
c = 0.75: coherent 2.54; incoherent 0.365, formula 0.372

At c = 0.75 the predicted widths differ by a factor 2.51/0.372 ≈ 6.7. The simulated coherent widths lie 0.4 to 1.3 per cent above Γ₀. The coherent result also holds on this finite lattice, and the statistical uncertainty of a run of this size is about 2 per cent, so the excess is within sampling noise. The incoherent widths lie within about 2 per cent of the formula; at c = 0.50 and 0.75 they fall below it by more than their noise, in the direction expected of an upper bound. At c = 0.25 the simulated f, 0.863, is slightly above f_lin = 0.860. That does not contradict the bound, which concerns the small-q limit of a large lattice, while the simulation has finite q, finite size (on 16×16 sites the linear-trial bound is itself 0.863) and noise of about 1 per cent at this concentration.

**When this changes**

*One dimension.* Particles on a ring cannot pass. The sum of their drifts is k Σ_r (n_r − n_{r+1}) = 0 in every arrangement, so successive hops of the summed displacement are uncorrelated. With p the probability that a neighbour site is free, its variance grows as 2kpNt. Because order is kept, individual displacements differ from one another by a bounded amount, and each stays within a bounded distance of 1/N of the sum. At long times its variance therefore grows as 2kpt/N, so f = 1/N. Rings with 4 and 6 particles gave 0.250 and 0.167. On an infinite chain f = 0: the marked particle has no ordinary diffusive width, although the coherent width is still Γ₀.

*Unequal rates.* If hops from r to r' have rate k₁ and the reverse hops k₂, the net flow is k₁n_r(1 − n_r') − k₂n_r'(1 − n_r), which leaves the product (k₂ − k₁)n_r n_r'. The density equation no longer closes, and the argument for a concentration-independent coherent width fails. The same happens in general when interactions make the hop rate depend on other neighbours.

*Low concentration.* On the square lattice both 1 − c and f tend to 1 as c → 0, and the two small-q widths meet at Γ₀. (An infinite chain is different, because f = 0 there at every c > 0.) That is the regime in which one width may serve for both spectra.

For your fits, then, keep Γ₀ for the coherent part and put the factor 1 − c in its intensity. For the incoherent part at small q, use (1 − c) f(c) Γ₀, with the f of your lattice (f_lin above is for the square lattice, and the form does not apply to an infinite chain). Both rules assume the model as defined: a Bravais lattice, equal forward and reverse rates, and no interaction beyond site blocking. The remaining checks are in the numerical output below.

Computed results

```
Rates in units of the total attempt rate; lengths in lattice constants
4x4 torus: q = 1.5708, G0 = 0.5000
  N =  3: coherent rate = 0.500000, S per particle = 0.8667
  N =  8: coherent rate = 0.500000, S per particle = 0.5333
  N = 12: coherent rate = 0.500000, S per particle = 0.2667
4x4 torus, N = 8, tagged particle:
  chance that a neighbour site is free = 0.53333
  incoherent initial rate = 0.26666, late = 0.19580
  f exact = 0.77755, linear-trial bound = 0.78538
  small-q width/G0 = 0.41469 at q = 0.02, chance*f = 0.41469
Ring of 8 sites, N = 4: f = 0.25000
Ring of 12 sites, N = 6: f = 0.16667
Resistance two steps apart R = 0.726760, kappa = 3.503877
One vacancy: f = 0.46694, formula 0.46694
One background particle: (1-f)/c = 0.57080, formula 0.57080
Example: a = 0.3 nm, total attempt rate = 1.0e+11 1/s
  q = 0.39270 per lattice constant = 1.3090 1/nm
  hbar * attempt rate = 65.8212 micro-eV
  free-particle diffusion coefficient = 2.2500e-09 m^2/s
  coherent width G0 = 0.038060 = 2.5052 micro-eV
  simulation: 16x16 torus, 2000 runs, lags 30 and 90
c = 0.25: f_lin = 0.8598, (1-c)*f_lin = 0.6448
  simulated/G0: coherent 1.004, incoherent 0.6473
  simulated f = 0.8630
  incoherent width: blocking only 1.8789, with f_lin 1.6154 micro-eV
  simulated widths: coherent 2.514, incoherent 1.6216 micro-eV
c = 0.50: f_lin = 0.7244, (1-c)*f_lin = 0.3622
  simulated/G0: coherent 1.011, incoherent 0.3569
  simulated f = 0.7139
  incoherent width: blocking only 1.2526, with f_lin 0.9073 micro-eV
  simulated widths: coherent 2.532, incoherent 0.8942 micro-eV
c = 0.75: f_lin = 0.5935, (1-c)*f_lin = 0.1484
  simulated/G0: coherent 1.013, incoherent 0.1458
  simulated f = 0.5833
  incoherent width: blocking only 0.6263, with f_lin 0.3717 micro-eV
  simulated widths: coherent 2.537, incoherent 0.3653 micro-eV
```
